# Choosing the bulk reference energy for surface energies of metal slabs

## A slab without oscillations

Take a slab of $N$ identical layers with two equal faces, and suppose that its energy per area is exactly a straight line in $N$:

$$E_N=2\sigma+Ne .$$

Here $e$ is the bulk energy of one layer per area and $\sigma$ is the surface energy of one face. If $e$ is known, $\sigma=(E_N-Ne)/2$ at every thickness. If the bulk energy comes from a separate calculation that returns $e+\delta$, the result is

$$\sigma_{\rm sep}(N)=\tfrac12\left[2\sigma+Ne-N(e+\delta)\right]=\sigma-\tfrac12N\delta .$$

For any fixed $\delta\neq0$ this diverges linearly, because each added layer subtracts the same error again. What matters is the mismatch. If the slab energies carry an error $\eta$ per layer, $\delta$ is replaced by $\delta-\eta$, and errors common to both calculations cancel.

For scale, take $\sigma=7.766$ eV/nm² and $\delta=0.0264$ eV/nm², about 2.8 meV per atom in the example below. The drift reaches 1% of $\sigma$ at $N=2(0.01\sigma)/\delta=0.1553/0.0264\approx5.9$ layers.

In this special case two slabs suffice, since $E_N-E_{N-1}=e$. A metal film is harder: its energy also oscillates with thickness. The bulk-reference setting decides what happens to those oscillations.

## What the three choices compute

Write

$$E_N=2\sigma+Ne+q_N,\qquad q_N\to0 .$$

**Separate bulk energy.** The same subtraction gives $\sigma_{\rm sep}=\sigma+q_N/2-N\delta/2$. The oscillation enters with factor one half, and the drift remains.

**Boettger increment.** The bulk energy is taken as $E_N-E_{N-1}=e+q_N-q_{N-1}$. Then

$$\sigma_B=\tfrac12\left[2\sigma+Ne+q_N-N(e+q_N-q_{N-1})\right]
=\sigma+\tfrac12\left[Nq_{N-1}-(N-1)q_N\right].$$

The drift has gone. The bracket equals $N(q_{N-1}-q_N)+q_N$, so the change of $q$ between neighbouring slabs enters with factor $N/2$.

**Fiorentini-Methfessel (FM) fit.** A least-squares line is fitted to $M$ consecutive slabs, $N_1$ to $N_2$, of mean thickness $\bar N$. Its slope is $b=\sum(N-\bar N)E_N/S$, with $S=\sum(N-\bar N)^2=M(M^2-1)/12$. Its intercept is

$$\bar E-\bar Nb=\sum_N w_NE_N,\qquad w_N=\frac1M-\frac{\bar N(N-\bar N)}{S}.$$

Since $\sum(N-\bar N)=0$ and $\sum N(N-\bar N)=S$, the weights obey $\sum w_N=1$ and $\sum Nw_N=\bar N-\bar N=0$. Half the intercept is therefore

$$\sigma_F=\sigma+\tfrac12\sum_N w_Nq_N .$$

This equals the mean over the window of $(E_N-Nb)/2$, the surface energies obtained with the slope as bulk energy.

To compare the choices we need $q_N$.

## The oscillation of a free-electron film

The model has free electrons of density $n$ between hard walls a distance $L$ apart, at zero temperature, with exact in-plane integration. Motion along the normal gives subbands starting at $\varepsilon_j=cj^2$, with $c=\hbar^2\pi^2/(2mL^2)$ and $j=1,2,\dots$. Each has the density of states $g=m/(\pi\hbar^2)$ per area, spin included. With $\mu=\hbar^2k_F^2/2m=c\nu^2$ and $\nu=k_FL/\pi$, the grand potential per area is

$$\Omega=\sum_j\int_{\varepsilon_j}^{\mu}g(\varepsilon-\mu)\,d\varepsilon
=-\frac{gc^2}{2}\sum_{1\le j<\nu}f(j),\qquad f(x)=(\nu^2-x^2)^2 .$$

Because $f$ is even, the sum is half of the sum over all integers in $(-\nu,\nu)$ minus half of $f(0)$. Poisson's formula then gives

$$\sum_{1\le j<\nu} f(j)=\int_0^\nu f\,dx-\frac{f(0)}2+2\sum_{s\ge1}\int_0^\nu f\cos(2\pi sx)\,dx .$$

*First term.* The integral is $8\nu^5/15$, which contributes $-\tfrac4{15}g\mu^2\nu$. Using $g\mu=k_F^2/2\pi$ and $n=k_F^3/3\pi^2$, this is $-PL$ with $P=\tfrac25n\mu$.

*Second term.* With $f(0)=\nu^4$ it contributes $+g\mu^2/4$.

*Third term.* Integrate by parts with $a=2\pi s$. At $x=\nu$ both $f$ and $f'$ vanish and $f''=8\nu^2$. At $x=0$ the sine, $f'$ and $f'''$ vanish. The leading result is $-8\nu^2\sin(a\nu)/a^3$; the next term is smaller by a factor of order $1/\nu$. Hence

$$\Omega_{\rm osc}\simeq\frac{gc^2\nu^2}{\pi^3}\sum_s\frac{\sin(2\pi s\nu)}{s^3}
=\frac{A}{L^2}\sum_s\frac{\sin(2sk_FL)}{s^3},\qquad A=\frac{g\mu^2}{\pi k_F^2}=\frac{\mu}{2\pi^2},$$

where $c^2\nu^2=\mu^2/\nu^2$ was used.

**Neutral surfaces.** The electron number per area is $-\partial\Omega/\partial\mu=nL-g\mu/2$ plus an oscillation. Each slab must hold $nNd$ electrons, where $d$ is the layer spacing. The smooth parts agree if

$$L=Nd+2\delta_0,\qquad 2\delta_0=\frac{g\mu}{2n}=\frac{3\pi}{4k_F}.$$

**Fixed charge.** The slab energy is the maximum over $\mu'$ of $\Omega(\mu')+\mu'nNd$, since $\Omega$ is concave. Evaluating at the bulk $\mu$ instead misses $(\Delta n)^2/2D$ to second order. Here $\Delta n$ is the remaining mismatch in electron number per area, and $D=-\partial^2\Omega/\partial\mu^2$ grows as $L$. Differentiating the phase of $\Omega_{\rm osc}$ gives $\Delta n\sim1/L$, so the correction is of order $1/L^3$. With misplaced walls $\Delta n$ would tend to a constant and leave a $1/L$ term in the energy.

Collecting terms,

$$E_N\simeq-P(Nd+2\delta_0)+\frac{g\mu^2}4+\mu nNd+\Omega_{\rm osc}.$$

The part proportional to $N$ gives $e=\tfrac35n\mu d$. The constant gives $2\sigma=g\mu^2/4-\tfrac25n\mu\,(g\mu/2n)=g\mu^2/20$, so $\sigma=g\mu^2/40$. The rest is $q_N\simeq\Omega_{\rm osc}$. Its $s=1$ part, the fundamental, is

$$q_N\approx\frac{A}{L^2}\sin\!\left(2k_FdN+\tfrac{3\pi}2\right)=-\frac{A}{L^2}\cos(\theta N),\qquad \theta=2k_Fd .$$

Because $N$ is an integer, $\theta$ matters only modulo $2\pi$.

**Numbers.** Take $n=115$ nm⁻³ and $d=0.247$ nm, roughly the valence density and layer spacing of indium. Then $k_F=15.044$ nm⁻¹, $\mu=8.623$ eV and $A=8.623/(2\pi^2)=0.437$ eV. With $g\mu=k_F^2/2\pi=36.02$ nm⁻², $\sigma=36.02\times8.623/40\approx7.77$ eV/nm², or 1.24 J/m². The phase per layer is $7.432-2\pi=1.149$ rad, so whole layers sample a period of 5.47 layers.

## Where the bulk error comes from

Suppose the bulk cell, one layer thick, is sampled with $K$ wavevectors along the normal. For free electrons this is a periodic film of length $L_K=Kd$ with wavevectors $2\pi j/L_K$ and $j$ running over all integers. Compared with the hard-wall sum there is no $f(0)$ term, and both signs of $j$ double the oscillation. The limit $\nu$ becomes $k_FL_K/2\pi$, half its former value, so the factor $1/\nu^2$ is four times larger. Dividing by $K$ gives, to leading order,

$$\delta\simeq\frac{8A}{K^3d^2}\sum_s\frac{\sin(sk_FKd)}{s^3}.$$

The errors computed from the level sums are 0.0264, 0.0041 and 0.0003 eV/nm² per layer for 12, 24 and 48 points. They do not fall by exactly eight per doubling, mainly because the phase changes with $K$; at 12 points higher-order terms also add about a tenth. The 12-point value predicts a drift $-\delta/2=-0.0132$ eV/nm² per layer; a line through $\sigma_{\rm sep}$ for 10 to 60 layers has slope $-0.0131$.

## How the two cures respond

**Increment.** For large $N$, neglect the differences between $N$ and $N-1$ in the prefactors. The fundamental gives

$$\sigma_B-\sigma\approx\frac{NA}{2L^2}\left[\cos\theta N-\cos\theta(N-1)\right]
=-\frac{NA}{L^2}\sin\frac\theta2\,\sin\theta\!\left(N-\tfrac12\right).$$

The amplitude falls only as $1/N$, although $q_N$ falls as $1/N^2$. At $N=20$, $L=4.94+0.157=5.10$ nm and the amplitude is $20\times0.437\times0.543/26.0\approx0.18$ eV/nm², or 2.4% of $\sigma$. If an oscillation fell only as $1/N$, the same algebra would leave an error of constant amplitude. This can happen with a fixed, finite in-plane mesh and sharp occupations: at each in-plane wavevector the film is one-dimensional, and its energy oscillates with an amplitude of order $1/L$. Exact in-plane integration averages these oscillations down to $1/L^2$; a finite mesh does so only incompletely. The effect is large. In this model, with a square cell of side 0.325 nm and sharp occupations, $\sigma_B$ scatters by 1.0–1.2 eV/nm² on a $12\times12$ mesh and by 0.4–0.7 on a $24\times24$ mesh. This scatter does not decay between 20 and 640 layers, whereas exact integration gives about 0.1 near 20 layers. The decay laws and the error sizes quoted here therefore require a converged in-plane integration.

**Fit.** Use $2\sin(\theta/2)\cos\theta N=u_{N+1}-u_N$ with $u_N=\sin\theta(N-\tfrac12)$. For slowly varying $h_N$, summation by parts gives

$$\sum_{N_1}^{N_2}h_N(u_{N+1}-u_N)=h_{N_2}u_{N_2+1}-h_{N_1}u_{N_1}-\sum_{N_1+1}^{N_2}(h_N-h_{N-1})u_N .$$

The last sum contains small differences times an oscillating factor. Summing by parts again shows that it is smaller than the end terms when the window is long and $\theta$ is not close to a multiple of $2\pi$. With $h_N=w_N/L_N^2$, where $L_N$ is the width of slab $N$,

$$\sigma_F-\sigma\approx\frac{A}{4\sin(\theta/2)}
\left[\frac{w_{N_1}u_{N_1}}{L_{N_1}^2}-\frac{w_{N_2}u_{N_2+1}}{L_{N_2}^2}\right],\qquad
w_{N_1,N_2}=\frac1M\pm\frac{6\bar N}{M(M+1)} .$$

For slabs 10 to 20, $M=11$ and $\bar N=15$, so the end weights are 0.773 and $-0.591$. Both $u$ values are close to $-1$, and $L^2$ is 6.90 and 26.0 nm². The estimate is $0.201\,(-0.112-0.023)=-0.027$ eV/nm². The actual fit gives $7.738-7.766=-0.028$.

For a window from $N/2$ to $N$, the end weights tend to $20/N$ and $-16/N$, and $L_{N_1}^2\to N^2d^2/4$. The two terms add at worst to

$$|\sigma_F-\sigma|\lesssim\frac{A}{4d^2|\sin(\theta/2)|}\,\frac{80+16}{N^3}
=\frac{24A}{d^2|\sin(\theta/2)|N^3}.$$

This is a leading-order estimate for the fundamental. Setting it equal to the increment's amplitude $A|\sin(\theta/2)|/(d^2N)$ gives $N|\sin(\theta/2)|=\sqrt{24}\approx4.9$. Above that value the fit should have the smaller worst-case error. In the example this means more than about nine layers.

## Reading the thickness table

Surface energies in eV/nm², with the fit window from $N/2$ to $N$; the model value is 7.766:

| $N$ | 12-point bulk | exact bulk | increment | fit |
|---:|---:|---:|---:|---:|
| 10 | 7.620 | 7.752 | 8.075 | 7.606 |
| 20 | 7.505 | 7.769 | 7.878 | 7.738 |
| 30 | 7.373 | 7.769 | 7.715 | 7.759 |
| 40 | 7.238 | 7.767 | 7.645 | 7.765 |
| 60 | 6.972 | 7.765 | 7.807 | 7.766 |

At 60 layers the 12-point bulk energy has made $\sigma$ 10% too small. Over 16 to 26 layers the root-mean-square errors are 0.006 for the exact bulk energy, 0.134 for the increment and 0.022 for the fit. Comparing 40–60 with 160–240 layers gives decay exponents of $-1.99$, $-1.01$ and $-2.93$, close to the derived $-2$, $-1$ and $-3$.

The increment column falls steadily from 10 to 40 layers and looks like a drift. It is the oscillation, sampled too coarsely. Ten layers advance the phase by 11.49 rad, which is $-1.08$ rad modulo $2\pi$, so the table shows an apparent period of about 58 layers. Consecutive thicknesses show the sampled period of 5.47 layers. That period is itself an alias: in continuous thickness the oscillation repeats every $\pi/k_F=0.209$ nm, or 0.85 layer.

## When the fit loses

Let $k_Fd=\pi$. Each layer then adds one half-wave at the Fermi level, and $\theta$ is a multiple of $2\pi$. Whole layers see no oscillation:

$$q_N\simeq\frac A{L^2}\sum_s\frac{\sin(3\pi s/2)}{s^3}
=-\frac A{L^2}\left(1-\frac1{27}+\frac1{125}-\dots\right)=-\frac{\pi^3A}{32L^2}.$$

For a smooth tail $q_N=B/N^2$, $N(q_{N-1}-q_N)\approx2B/N^2$, so the increment's error is $\tfrac12(2B+B)/N^2=1.5B/N^2$. For the fit, put $x=N'/N$ for the slabs $N'$ of the window and replace sums over $\tfrac12\le x\le1$ by integrals. The mean of $x^{-2}$ is 2, and the slope is $(\ln2-\tfrac34)/(\tfrac1{96})=-5.46$. The intercept is $2+0.75\times5.46=6.1$, and the error is about $3.0B/N^2$, twice that of the increment. The fit extrapolates to $N=0$ from thinner slabs, where the tail is larger.

At the same density and $d=0.2088$ nm, the computed errors are $-0.035$ eV/nm² for the increment at 20 layers and $-0.066$ for the fit to 10–20. A period much longer than the window resembles this case. A weaker form appears when only an odd harmonic stops oscillating. For $\theta=2\pi/3$ modulo $2\pi$ the $s=3$ term is a smooth tail of about $A/(27L^2)$, so for thick slabs the fit's error falls as $1/N^2$ rather than $1/N^3$, while the increment's still falls as $1/N$.

## Numerical noise

Let each slab energy carry an independent random error of standard deviation $\epsilon$. Since $\sigma_B=\tfrac12[NE_{N-1}-(N-1)E_N]$, its standard error is $\tfrac\epsilon2\sqrt{N^2+(N-1)^2}$. For the fit it is $\tfrac\epsilon2\sqrt{\sum w_N^2}=\tfrac\epsilon2\sqrt{1/M+\bar N^2/S}$, because the cross term in $w_N^2$ sums to zero.

With $\epsilon=0.01$ eV/nm², about 1 meV per atom of one layer, the increment at 20 layers has a standard error of 0.138 eV/nm². The fit to 10–20 has 0.007. The fit uses eleven slabs and the increment two, so the comparison is at equal maximum thickness, not equal cost.

## Choosing the setting

1. Use the same in-plane cell, basis, in-plane mesh and smearing for all slabs, and for the bulk cell if it is used. Check that $\sigma$ is converged with respect to the in-plane mesh at the thickest slab, because using the same mesh throughout does not remove its error. The faces must be equal and keep the same structure as layers are added.
2. Compute consecutive thicknesses and find the sampled period from the residuals of a linear fit.
3. If the window spans at least one period, use the fit. Shift the window step by step through about one sampled period and take the spread in $\sigma$ as an indication of its error; a single shift can change $\sigma$ by much less than the error.
4. If the residuals are smooth across the window, compare with the increment at the thickest slab, provided that noise multiplied by about $0.7N$ is acceptable.
5. Use a separate bulk energy if its mismatch is small enough. In the example at 20 layers, $N|\delta|/2$ falls below the fit's typical 0.022 eV/nm² when $|\delta|<0.0022$ eV/nm². The 48-point mesh meets this; the 24-point mesh does not.

The fitted slope also tests the bulk energy, within its own error. For slabs 10–20 it is 0.0034 eV/nm² too high. It can expose the 12-point error of 0.0264 but not the 24-point error of 0.0041. If this slope is frozen and applied to ever thicker slabs, it causes a linear drift of its own, so the fit should be renewed as slabs are added.

## The model beside real indium

The density and spacing are rough indium values, but $\sigma=1.24$ J/m² is not a prediction. The surface energy of indium is roughly 0.7 J/m². For the hard-wall density, the neglected electrostatic and local-exchange terms are $+0.54$ and $+4.38$ eV/nm², or 7% and 56% of $\sigma$. Adding them would not repair the model, because a self-consistent density would change every term, and correlation and the lattice potential are still missing.

The error of the increment is less sensitive to the wall; the other methods were not tested in this way. A finite barrier with a rough 4 eV work function, at the same density and spacing and with neutrality restored, raises the one-electron surface energy to 8.44 eV/nm², by 9%. The increment's root-mean-square error over 16–26 layers changes only from 0.134 to 0.129. The lattice potential can alter the period and amplitude of the oscillations, and its effect is not sized here; the period should therefore be read from the computed slabs.

Temperature weakens the oscillation. The thermal grand potential is the zero-temperature one averaged over $\mu+k_BTt$ with weight $e^t/(1+e^t)^2$. The phase $2k_FL$ changes by $\alpha t$, with $\alpha=2Lk_BT/\hbar v_F$ and $v_F=\hbar k_F/m$. Substituting $y=1/(1+e^{-t})$ gives the damping factor

$$\int_0^1y^{i\alpha}(1-y)^{-i\alpha}dy=\Gamma(1+i\alpha)\Gamma(1-i\alpha)=\frac{\pi\alpha}{\sinh\pi\alpha}.$$

At 300 K it is 0.92 for 20 layers and 0.52 for 60. Fermi-Dirac smearing in a calculation damps the fundamental of the free energy in the same way, with $k_BT$ replaced by the smearing width. The values for exact in-plane integration are listed in the numerical output below.

## Numbers as computed

```
electron density 115 nm^-3, layer spacing 0.247 nm
Fermi wavenumber 15.044 nm^-1, Fermi energy 8.623 eV
wall offset per face 0.0783 nm
phase per layer theta 1.1487 rad
sampled period 5.47 layers
oscillation constant A 0.4369 eV
bulk energy per layer 146.9653 eV/nm^2
surface energy 7.7656 eV/nm^2 = 1.2442 J/m^2
oscillation law, largest deviation N=200-399: 0.0032 of A/L^2
bulk error, 12 k-points: 0.026419 eV/nm^2 per layer
bulk error, 24 k-points: 0.004137 eV/nm^2 per layer
bulk error, 48 k-points: 0.000280 eV/nm^2 per layer
same, 12 k-points: 2.790 meV per atom (3 electrons)
fitted drift of sigma -0.013146, -delta/2 -0.013210 eV/nm^2 per layer
layers for 1 percent drift 5.9
surface energies in eV/nm^2; FM window N/2 to N
  N  12-k bulk  exact bulk  Boettger  FM fit
 10     7.6202      7.7523    8.0746   7.6064
 15     7.5678      7.7659    7.9700   7.8089
 20     7.5052      7.7694    7.8776   7.7378
 25     7.4397      7.7700    7.7936   7.7690
 30     7.3731      7.7694    7.7147   7.7592
 40     7.2384      7.7668    7.6446   7.7647
 60     6.9721      7.7647    7.8066   7.7664
FM slope minus bulk energy, N=10-20: 0.003449 eV/nm^2 per layer
exact bulk energy: rms error N=16-26 0.0063 eV/nm^2, decay exponent -1.99
Boettger: rms error N=16-26 0.1336 eV/nm^2, decay exponent -1.01
FM fit: rms error N=16-26 0.0219 eV/nm^2, decay exponent -2.93
Boettger fundamental: measured 0.2376, law 0.2373 eV
Boettger fundamental amplitude at N=20: 0.1827 eV/nm^2
FM end-point law, largest relative deviation 0.017
smooth-tail case: spacing 0.2088 nm
  error Boettger N=20 -0.0347, FM N=10-20 -0.0657 eV/nm^2
noise per slab energy 0.01 eV/nm^2 gives standard errors
  Boettger N=20: sampled 0.1379, law 0.1379 eV/nm^2
  FM N=10-20: sampled 0.0073, law 0.0073 eV/nm^2
300 K damping factor: N=20 0.918, N=60 0.516
finite barrier, work function 4.0 eV:
  one-electron surface energy 8.4399 eV/nm^2
  Boettger rms error N=16-26 0.1294 eV/nm^2
neglected electrostatic surface energy 0.5411 eV/nm^2
neglected local-exchange surface energy 4.3826 eV/nm^2
```
